# The site-resolved T operator and the multiple-scattering equation

## The decision

A code that computes scattering from several sites has to settle two things before it fills its first matrix. One is whether the propagator from a site back to itself belongs in the coupling matrix. The other is whether to solve a linear system or to add up scattering paths until they seem converged. Both answers follow from one equation:

\[
\tau^{ij}=t^i\delta_{ij}+t^iG_0\sum_{k\neq i}\tau^{kj},\qquad T=\sum_{ij}\tau^{ij}. \tag{1}
\]

If the single-site operators \(t^i\) are the input, the self-propagator must be left out. The linear system has one solution under the conditions given below, whereas the path sum can diverge at energies where that solution is perfectly regular.

## Definitions and assumptions

Let \(H=H_0+V\) with \(V=\sum_i v^i\), a finite sum of bounded site potentials. They may be nonlocal and may overlap in space. No partial-wave expansion is made, so the geometry of the sites plays no part in the proof. The resolvents at energy \(z\) are

\[
G_0=(z-H_0)^{-1},\qquad G=(z-H)^{-1},\qquad G_i=(z-H_0-v^i)^{-1},
\]

and \(z\) is assumed to lie off the spectra of \(H_0\), \(H\) and every \(H_0+v^i\). Scattering at a real energy \(E>0\) is the outgoing limit \(z\to E+i0\), and the results below carry over only where that limit exists. Nonlocal potentials can bind a state at a positive energy; for a bound state \(\psi\), definition (3) gives \(\tau^{ij}\) a pole with residue \(v^i|\psi\rangle\langle\psi|v^j\), so the elements between sites with \(v^i\psi\neq0\) and \(v^j\psi\neq0\) diverge in this limit even when every \(t^i\) stays finite.

The total and single-site operators are defined by

\[
T=V+VG_0T,\qquad t^i=v^i+v^iG_0t^i, \tag{2}
\]

and the site-resolved operator by

\[
\tau^{ij}=v^i\delta_{ij}+v^iGv^j. \tag{3}
\]

Operators act to the right, so \(j\) is the first site hit and \(i\) the last. Definition (3) is needed because the sum \(T\) alone does not fix its parts: one could add an operator to one \(\tau^{ij}\) and subtract it from another.

## The sum gives T

Start from \((z-H_0)-(z-H)=V\). Multiplying by \(G_0\) on the left and \(G\) on the right, and then with the two exchanged, gives

\[
G=G_0+G_0VG,\qquad G=G_0+GVG_0. \tag{4}
\]

The first equation of (2) reads \((1-VG_0)T=V\). Since

\[
1-VG_0=(z-H_0-V)G_0=(z-H)G_0,
\]

its inverse is \((z-H_0)G=(z-H+V)G=1+VG\). Therefore

\[
T=(1+VG)V=V+VGV. \tag{5}
\]

Writing \(V=\sum_iv^i\) on the left of \(G\) and \(V=\sum_jv^j\) on its right,

\[
T=\sum_iv^i+\sum_{ij}v^iGv^j=\sum_{ij}\left(v^i\delta_{ij}+v^iGv^j\right)=\sum_{ij}\tau^{ij}.
\]

The same argument with \(V\) replaced by \(v^i\) gives

\[
(1-v^iG_0)^{-1}=1+v^iG_i,\qquad t^i=(1-v^iG_0)^{-1}v^i=v^i+v^iG_iv^i. \tag{6}
\]

Inserting the second form of (4) into the first also yields \(G=G_0+G_0(V+VGV)G_0=G_0+G_0TG_0\), so \(T\) determines the full Green function.

## Removing the repeated hit

Put the first form of (4) into (3):

\[
\tau^{ij}=v^i\delta_{ij}+v^iG_0v^j+v^iG_0\sum_kv^kGv^j .
\]

The middle term can be written as \(v^iG_0\sum_kv^k\delta_{kj}\). Together with the last term it forms \(\tau^{kj}\) under the sum:

\[
\tau^{ij}=v^i\delta_{ij}+v^iG_0\sum_k\tau^{kj}. \tag{7}
\]

Here the sum runs over all sites, including \(k=i\), and the scatterer is the bare potential \(v^i\). Move the \(k=i\) term to the left:

\[
(1-v^iG_0)\tau^{ij}=v^i\delta_{ij}+v^iG_0\sum_{k\neq i}\tau^{kj}.
\]

Multiply from the left by \((1-v^iG_0)^{-1}\). By (6), each \(v^i\) standing at the left of the right-hand side turns into \(t^i\), and equation (1) results. The successive hits on site \(i\) have not been dropped. They have moved into \(t^i=(1-v^iG_0)^{-1}v^i\), which equals \(v^i+v^iG_0v^i+\dots\) where that series converges and remains defined where it does not.

The mirror equation singles out the first site instead. The second form of (4) gives

\[
\tau^{ij}=v^i\delta_{ij}+\sum_k\tau^{ik}G_0v^j.
\]

Moving \(k=j\) to the left produces the factor \((1-G_0v^j)\) on the right of \(\tau^{ij}\). From \((1-v^jG_0)v^j=v^j(1-G_0v^j)\) it follows that \(v^j(1-G_0v^j)^{-1}=t^j\), and hence

\[
\tau^{ij}=t^i\delta_{ij}+\sum_{k\neq j}\tau^{ik}G_0t^j .
\]

## Why the linear system has one solution

Collect the site labels into block operators:

\[
X_{ik}=(1-\delta_{ik})\,t^iG_0,\qquad B_{ik}=v^iG_0,\qquad D_{ik}=\delta_{ik}(1-v^iG_0).
\]

Equation (1) is \((1-X)\tau=t\), and equation (7) is \((1-B)\tau=v\), where \(t\) and \(v\) are block diagonal. For \(k\neq i\), \((DX)_{ik}=(1-v^iG_0)t^iG_0=v^iG_0\), while the diagonal blocks of \(DX\) vanish. So

\[
1-B=D(1-X). \tag{8}
\]

The factor \(D\) is invertible by (6). To invert \(1-B\), write \(B=CR\), where \(C\) is the column of the \(v^i\) and \(R\) is a row with \(G_0\) in every place. Then \(RC=\sum_iG_0v^i=G_0V\). With \(M=(1-RC)^{-1}\),

\[
(1-CR)(1+CMR)=1+C\left[(1-RC)M-1\right]R=1,
\]

and the product in the other order is 1 in the same way. The first form of (4), \((1-G_0V)G=G_0\), gives \(MR\) the entry \(G\) in every place; \(M\) exists because \(1-G_0V=G_0(z-H)\) has the inverse \(G(z-H_0)=1+GV\). Thus

\[
\left[(1-B)^{-1}\right]_{ik}=\delta_{ik}+v^iG .
\]

Both \(1-B\) and \(D\) are invertible, so \(1-X\) is too, and (1) has the single solution (3).

In a finite basis \(\det(1-CR)=\det(1-RC)\), and (8) becomes

\[
\det(1-X)\prod_i\det(1-v^iG_0)=\det(1-VG_0). \tag{9}
\]

The right side vanishes at levels of \(H\) that are not also levels of \(H_0\), and the product on the left at single-site levels that are not also levels of \(H_0\). Each factor is a ratio, \(\det(1-vG_0)=\det(z-H_0-v)/\det(z-H_0)\), so for \(n_s\) sites

\[
\det(1-X)=\frac{\det(z-H)\,\det(z-H_0)^{\,n_s-1}}{\prod_i\det(z-H_0-v^i)} .
\]

A code that looks for the levels of the whole system as zeros of \(\det(1-X)\) must therefore expect poles of that determinant at single-site levels that are not also levels of \(H\) or \(H_0\). For two or more sites it must also expect zeros that are not levels of \(H\): a simple level of \(H_0\) that is neither a level of \(H\) nor a single-site level gives a zero of order \(n_s-1\). Conversely, a simple level of \(H\) that is also a single-site level, and not a level of \(H_0\), cancels in the ratio and gives no zero, so the search misses it.

## The path sum and its remainder

Substituting \(\tau=t+X\tau\) into itself \(N\) times gives an identity:

\[
\tau=\sum_{n=0}^{N-1}X^nt+X^N\tau. \tag{10}
\]

The first terms contribute to \(T\)

\[
\sum_it^i+\sum_{i\neq k}t^iG_0t^k+\sum_{i\neq k,\;k\neq l}t^iG_0t^kG_0t^l+\dots
\]

Neighbouring labels differ, but \(l=i\) is allowed: a wave may return to a site after visiting another. In a finite basis the remainder \(X^N\tau\) tends to zero if the spectral radius of \(X\), its largest eigenvalue in modulus, is below 1. That is a condition on the series. Equation (1) does not need it.

## What each site sees

Let \(\phi\) be the incoming wave and \(\psi=\phi+G_0V\psi=\phi+GV\phi\) the full wave. Then

\[
v^i\psi=v^i\phi+\sum_jv^iGv^j\phi=\sum_j\tau^{ij}\phi .
\]

Define the wave incident on site \(i\) as the incoming wave plus what the other sites emit, \(\psi_i^{\rm inc}=\phi+G_0\sum_{k\neq i}v^k\psi\). Since \(\psi=\psi_i^{\rm inc}+G_0v^i\psi\), we have \((1-v^iG_0)v^i\psi=v^i\psi_i^{\rm inc}\), and so

\[
v^i\psi=t^i\psi_i^{\rm inc}. \tag{11}
\]

The bare potential acts on the full wave; the \(t\) operator acts on the incident wave. Combining \(t^i\) with the full wave would count the site's own response twice.

## Delta sites in one dimension

Take \(v^i=\lambda_i|x_i\rangle\langle x_i|\), in Hartree atomic units. A delta potential is not a bounded operator, but in one dimension \(G_0(x_i,x_j)\) is finite, and the algebra above carries over to small matrices with \(\tau^{ij}=|x_i\rangle\tau_{ij}\langle x_j|\).

With \(E=k^2/2\), the free Green function obeys \((E+\tfrac12\partial_x^2)G_0=\delta(x-x')\). The outgoing form \(Ae^{ik|x-x'|}\) has a slope jump \(2ikA\). Half of this must equal 1, so

\[
G_0(x,x')=\frac{e^{ik|x-x'|}}{ik},\qquad
t_i=\frac{\lambda_i}{1-\lambda_iG_0(x_i,x_i)}=\frac{\lambda_i}{1+i\lambda_i/k}.
\]

To the right of all sites \(G_0(x,x_i)=e^{ikx}e^{-ikx_i}/(ik)\), and to the left \(G_0(x,x_i)=e^{-ikx}e^{ikx_i}/(ik)\). The transmission and reflection amplitudes are therefore

\[
s=1+\frac1{ik}\sum_{ij}e^{-ikx_i}\tau_{ij}e^{ikx_j},\qquad
r=\frac1{ik}\sum_{ij}e^{ikx_i}\tau_{ij}e^{ikx_j}.
\]

### Three sites

Let \(k=2\) bohr\(^{-1}\), with sites at 0, 1.5 and 4 bohr and strengths \(1\), \(-0.8\) and \(0.6\) hartree bohr. For the first site \(t_1=1/(1+0.5i)=0.8-0.4i\) hartree bohr. Equation (1) for \(\tau_{11}\) can be followed by hand. The products \(G_0\tau\) are dimensionless, their sum is formed before rounding, and \(\tau_{11}\) is in hartree bohr:

\[
\begin{aligned}
G_0(1,2)\,\tau_{21}&=(0.0706+0.4950i)(-0.0163-0.3930i)=0.1934-0.0358i,\\
G_0(1,3)\,\tau_{31}&=(0.4947+0.0728i)(0.2778-0.0972i)=0.1445-0.0279i,\\
\tau_{11}&=t_1+t_1(0.3378-0.0637i)=1.0448-0.5861i .
\end{aligned}
\]

Equation (11) can be checked in the same way. The wave incident on site 1 is \(1.1274+0.6757i\), and \(t_1\) times this is \(1.1722+0.0896i\). That equals \(\lambda_1\psi(x_1)\), with the full wave taken from direct matching.

The amplitude from \(\tau\) is \(s=0.8689-0.4554i\), in agreement with matching the wave function through the three sites. The transmission probability is 0.9623 and the reflection probability 0.0377.

The spectral radius of \(X\) is 0.635, so the path sum converges. The absolute error of \(s\) is

| Hits included | Error |
|---|---|
| 1 | 0.315 |
| 2 | 0.079 |
| 3 | 0.118 |
| 4 | 0.036 |
| 8 | 0.009 |

The third order is worse than the second. The spectral radius governs the decay at high order and does not promise an improvement at each step. The change from \(N\) to \(N+1\) hits is \(X^Nt\), whereas the error after \(N\) hits is the remainder in (10), \(X^N\tau=(1-X)^{-1}X^Nt\). The two differ by the factor \((1-X)^{-1}\), so the change between orders can understate the error when an eigenvalue of \(X\) lies close to 1. Evaluating the remainder itself requires the solved \(\tau\).

### The cost of keeping the self-propagator

Suppose \(k=i\) is left in the sum while \(t^i\) is used. For delta sites the correct inverse is \((\tau^{-1})_{ij}=\delta_{ij}/\lambda_i-G_0(x_i,x_j)\). The faulty one has an additional \(-G_0(x_i,x_i)=i/k\) on the diagonal.

The effect on flux follows from the source vector \(q=\tau\varphi\), with \(\varphi_i=e^{ikx_i}\). Put \(a=\varphi^\dagger q\) and \(b=\varphi^{\mathsf T}q\), so that \(s=1+a/(ik)\) and \(r=b/(ik)\). Then

\[
|s|^2+|r|^2-1=\frac2k\,{\rm Im}\,a+\frac{|a|^2+|b|^2}{k^2}.
\]

Because \(\varphi=\tau^{-1}q\) and \(\tau^{-1}\) is symmetric, \({\rm Im}\,a=-q^\dagger({\rm Im}\,\tau^{-1})q\). For the correct matrix \(({\rm Im}\,\tau^{-1})_{ij}=\cos k(x_i-x_j)/k\), which gives \({\rm Im}\,a=-(|a|^2+|b|^2)/(2k)\), and the right side vanishes. The additional \(i/k\) leaves

\[
|s|^2+|r|^2-1=-\frac{2}{k^2}\sum_i|q_i|^2<0,
\]

where \(q\) is now the faulty source vector. Double counting makes real potentials absorb. In the example the two probabilities add up to 0.458 instead of 1, so a flux check exposes the fault.

### Two wells and the failure of the series

Now take two wells with \(\lambda=-1\) hartree bohr at separation \(R=2\) bohr and \(E=-\kappa^2/2\). With \(k=i\kappa\), \(G_0(x,x')=-e^{-\kappa|x-x'|}/\kappa\). In atomic units

\[
\frac1t=\frac1\lambda-G_0(x_1,x_1)=\frac{1-\kappa}{\kappa},\qquad
g=G_0(x_1,x_2)=-\frac{e^{-\kappa R}}{\kappa},\qquad
\tau^{-1}=\begin{pmatrix}1/t&-g\\-g&1/t\end{pmatrix}.
\]

The poles of \(\tau\) lie at \(1/t=\pm g\), that is at \(\kappa=1\pm e^{-\kappa R}\). The upper sign gives the bonding level, \(-0.6148\) hartree (\(-16.73\) eV). The lower sign gives the antibonding level, \(-0.3175\) hartree (\(-8.64\) eV). Diagonalization on a fine lattice gives the same values to these digits.

The eigenvalues of \(X\) are \(\pm tg\), so its spectral radius is \(e^{-\kappa R}/|1-\kappa|\). It equals 1 at the two levels and exceeds 1 between them, where the single-site level \(\kappa=1\) makes it infinite:

| \(E\) (hartree) | Radius | \(\tau_{11}\) (hartree bohr) | Series error, 20 hits (hartree bohr) |
|---|---|---|---|
| −0.80 | 0.301 | −5.250 | 2 × 10⁻¹⁰ |
| −0.55 | 2.515 | 4.036 | 1 × 10⁹ |
| −0.40 | 1.583 | −5.623 | 9 × 10⁴ |
| −0.20 | 0.768 | 4.195 | 0.02 |

The error is the largest absolute error of any element of \(\tau\). At all four energies the closed solution agrees with the lattice Green function inserted into (3); with a lattice step of 0.005 bohr the two values of \(\tau_{11}\) differ by less than 0.001 hartree bohr.

At \(E=-0.5\) hartree, the level of one isolated well, \(1/t=0\) and \(t\) does not exist. Yet \(\tau_{11}=0\) and \(\tau_{12}=-1/g=e^2=7.389\) hartree bohr, which the lattice confirms. Equation (1) cannot be used as written at this energy, because its assumption on \(H_0+v^i\) fails. Definition (3) and equation (7) remain valid.

## Choosing the form to code

- **With \(t^i\) as input,** solve \((1-X)\tau=t\) with zero diagonal blocks in \(X\).
- **With \(v^i\) as input,** solve \((1-B)\tau=v\) with the diagonal blocks \(v^iG_0\) kept. This form has no trouble at single-site levels.
- **Near a single-site level,** if the \(v^i\) are invertible and well-conditioned matrices, as for delta sites, build \(\tau^{-1}\) from \((t^i)^{-1}=(v^i)^{-1}-G_0\), which follows from (6), on the diagonal and minus the propagators off it. Form this inverse directly from \(v^i\): when \(t^i\) is a matrix, inverting a computed \(t^i\) can lose digits near the level, as solving (1) can. For a delta site \(t_i\) is a number and this loss does not arise. If the \(v^i\) are nearly singular, as smooth nonlocal kernels on a grid can be, use (7) instead.
- **For a path sum,** compute the spectral radius of \(X\) at each energy first.

The numerical check tests the operator equations, including (9), on a grid with three overlapping nonlocal potentials at complex energy. There the \(\tau\) solved from (1) and the \(\tau\) defined by (3) agree to about \(10^{-15}\) hartree, with elements of \(T\) as large as 0.95 hartree.

## Table of computed values

```
GRID TEST, three overlapping nonlocal sites, z = 0.4+0.2i hartree
largest element of v_1 v_2 (overlap), hartree^2: 0.257
largest element of T, hartree: 0.9528
max |sum tau - T|, hartree: 6.8e-16
max |tau solved - tau defined|, hartree: 1.0e-15
relative error of determinant identity: 4.7e-16
THREE DELTA SITES
k = 2.0 1/bohr, energy = 2.0 hartree
site 1: x = 0.0 bohr, strength = +1.0 hartree bohr, t = +0.80000 -0.40000i hartree bohr
site 2: x = 1.5 bohr, strength = -0.8 hartree bohr, t = -0.68966 -0.27586i hartree bohr
site 3: x = 4.0 bohr, strength = +0.6 hartree bohr, t = +0.55046 -0.16514i hartree bohr
G0(1,2) = +0.07056 +0.49500i 1/(hartree bohr)
G0(1,3) = +0.49468 +0.07275i 1/(hartree bohr)
G0(2,3) = -0.47946 -0.14183i 1/(hartree bohr)
tau(1,1) = +1.04479 -0.58610i hartree bohr
tau(1,2) = -0.01631 -0.39296i hartree bohr
tau(1,3) = +0.27776 -0.09725i hartree bohr
tau(2,2) = -0.76671 -0.26870i hartree bohr
tau(2,3) = +0.19961 -0.03468i hartree bohr
tau(3,3) = +0.56806 -0.19417i hartree bohr
site 1: incident wave = +1.12740 +0.67568i, full wave = +1.17219 +0.08959i
site 2: incident wave = -0.96609 +0.43373i, full wave = -0.98240 +0.04077i
site 3: incident wave = +0.04640 +1.02312i, full wave = +0.32416 +0.92588i
transmission amplitude from tau: +0.86886 -0.45542i
transmission amplitude from matching: +0.86886 -0.45542i
transmission = 0.962324, reflection = 0.037676
spectral radius of X: 0.6348
paths up to 1 hits: amplitude +0.57950 -0.33040i, error 0.31521
paths up to 2 hits: amplitude +0.94375 -0.42932i, error 0.07931
paths up to 3 hits: amplitude +0.79558 -0.36325i, error 0.11775
paths up to 4 hits: amplitude +0.87339 -0.49079i, error 0.03566
paths up to 5 hits: amplitude +0.87017 -0.41756i, error 0.03789
paths up to 6 hits: amplitude +0.85389 -0.46908i, error 0.02026
paths up to 7 hits: amplitude +0.87942 -0.44847i, error 0.01265
paths up to 8 hits: amplitude +0.85999 -0.45481i, error 0.00889
double counting: transmission = 0.4370, transmission + reflection = 0.4582
TWO EQUAL DELTA WELLS
strength = -1.0 hartree bohr, separation = 2.0 bohr
single-well level: -0.5000 hartree
bonding level from tau pole: -0.61478 hartree = -16.729 eV, lattice: -0.61478 hartree
antibonding level from tau pole: -0.31745 hartree = -8.638 eV, lattice: -0.31745 hartree
E = -0.80 hartree: radius 0.301, tau(1,1) = -5.2497 hartree bohr, series error after 10, 20 hits: 3.2e-05, 1.9e-10
E = -0.55 hartree: radius 2.515, tau(1,1) = +4.0356 hartree bohr, series error after 10, 20 hits: 1.0e+05, 1.0e+09
E = -0.40 hartree: radius 1.583, tau(1,1) = -5.6227 hartree bohr, series error after 10, 20 hits: 8.8e+02, 8.7e+04
E = -0.20 hartree: radius 0.768, tau(1,1) = +4.1948 hartree bohr, series error after 10, 20 hits: 3.0e-01, 2.1e-02
at the single-well level: |1/t| = 0.0e+00 1/(hartree bohr), tau(1,2) = 7.3891 hartree bohr, lattice 7.3891
```
